# The Decay-Cascade Model of Electron Capture and Plateau Flatness, part 2

How reliably does a pump capture exactly one electron, and how flat is its plateau in the gate voltage $V$? A quantum dot holds two electrons at time $t_0$, while a barrier rises at the rate $R$. Electrons escape singly from the ground state; none returns from the lead. $P_n$ and $Q_n$ are the probabilities of holding exactly and at least $n$ electrons, $\Gamma_n$ is the rate of $n\to n-1$, and $X_n$ its time integral from $t_0$.

The barrier top is parabolic, with height $B$ above the level, $b=B/\hbar\omega$ and $\Delta=\hbar\omega/2\pi$. Its transmission is

$$T=\frac{1}{1+e^{2\pi b}}=\frac1{1+e^{B/\Delta}}. \tag{9}$$

With attempt rate $\nu$, equal for all $n$, $\Gamma_n=\nu T$. With lever arm $\kappa$,

$$B(t)=B_n+\kappa V+R(t-t_0). \tag{10}$$

For $B\gg\Delta$, with $\tau=\Delta/R$,

$$X_n=\nu e^{-(B_n+\kappa V)/\Delta}\int_0^\infty e^{-s/\tau}ds=\nu\tau\,e^{-(B_n+\kappa V)/\Delta}\equiv e^{-aV+d_n}, \tag{11}$$

$$a=\frac\kappa\Delta,\qquad d_n=\ln(\nu\tau)-\frac{B_n}\Delta . \tag{12}$$

For well-separated rates,

$$Q_n(\infty)\simeq\exp\left[-\exp(-aV+d_n)\right]. \tag{13}$$

For a start with $n+1$ electrons and $\rho=X_n/X_{n+1}$,

$$Q_n(\infty)=e^{-X_n}+\rho P_n(\infty). \tag{7}$$

Let $x=X_2$, $\delta=d_2-d_1$ and $\rho=e^{-\delta}$, so that $X_1=\rho x$ and $dx/dV=-ax$. The final probabilities are

$$P_1=\frac{e^{-\rho x}-e^{-x}}{1-\rho},\qquad P_2=e^{-x},\qquad P_0=1-e^{-\rho x}-\rho P_1, \tag{14}$$

With the addition energy $E_c=B_1-B_2$,

$$\delta=\frac{B_1-B_2}\Delta=\frac{E_c}{\Delta}=\frac{2\pi E_c}{\hbar\omega}. \tag{15}$$

The steps, at voltages $V_n$ where $e^{-X_n}=\tfrac12$, are spaced by

$$V_2-V_1=\frac\delta a=\frac{E_c}{\Delta}\cdot\frac\Delta\kappa=\frac{E_c}\kappa . \tag{16}$$

The model pump has $\hbar\omega=3$ meV, $\kappa=0.1$ meV/mV, $\nu=500$ ns$^{-1}$, $R=0.2$ meV/ns, $B_1=3$ meV and $B_2=-2$ meV. Hence $E_c=5$ meV, $\Delta=0.4775$ meV, $\tau=2.387$ ns, $\nu\tau=1194$, $a=0.2094$ mV$^{-1}$, $d_1=0.80$, $d_2=11.27$, $\delta=10.47$ and $\rho=2.83\times10^{-5}$.

The text opened with this fact: halving $R$ moves the best voltage from 42.60 to 45.91 mV, but the smallest failure probability only from $2.976\times10^{-4}$ to $2.971\times10^{-4}$.

### The best capture probability

The probability $P_1$ vanishes for $x\to0$, where both electrons stay, and for $x\to\infty$, where both leave. Its derivative with respect to $x$ is zero when

$$\rho e^{-\rho x}=e^{-x}\quad\Longrightarrow\quad(1-\rho)x=-\ln\rho=\delta\quad\Longrightarrow\quad x_{\rm best}=\frac{\delta}{1-\rho}. \tag{17}$$

There is one solution, so it is the maximum. Replacing $e^{-x}$ by $\rho e^{-\rho x}$ in (14) cancels the factor $1-\rho$ and leaves $P_1=e^{-\rho x_{\rm best}}$. Since $\rho/(1-\rho)=1/(e^\delta-1)$,

$$\max_VP_1=\exp\left(-\frac{\delta}{e^\delta-1}\right),\qquad \varepsilon\equiv1-\max_V P_1\approx\delta e^{-\delta}\quad(\delta\gg1). \tag{18}$$

Within the model, the best attainable capture depends on one number. For the pump $\varepsilon\approx10.472\times2.832\times10^{-5}=2.97\times10^{-4}$, about three failed cycles in ten thousand. The optimum lies at $x=10.47$, hence at $V=(11.27-\ln10.47)/0.2094=42.6$ mV.

The two kinds of failure do not contribute equally. On the plateau $\rho x\ll1$ and $P_1\approx1$, so that (14) gives

$$P_0\approx\rho(x-1),\qquad P_2=e^{-x},\qquad 1-P_1\approx\rho(x-1)+e^{-x}. \tag{19}$$

At the optimum $P_2\approx\rho$, whereas $P_0\approx\rho(\delta-1)$ is larger by the factor $\delta-1=9.5$. Most failures are empty cycles. The reason is the different steepness of the two terms: the risk of keeping the second electron falls exponentially with $x$, that of losing the first grows linearly, and the compromise is struck where the slopes are equal, not the values.

The $-1$ in (19) is the protection of the first electron while the second is still present. It is lost in the product form

$$P_1^{\rm prod}=e^{-X_1}\left(1-e^{-X_2}\right), \tag{20}$$

which treats the two decays as independent and exposes the first electron to its full integrated rate. Its error on the plateau is $\rho x+e^{-x}$. This is smallest at $\rho=e^{-x}$, or $x=\delta$, where it equals $(1+\delta)e^{-\delta}$. Compared with (18) it is too large by the factor $1+1/\delta$. In the example, (20) gives $3.25\times10^{-4}$ instead of $2.97\times10^{-4}$, a ratio of 1.095. The excess falls off slowly, as $1/\delta$, however well the rates are separated: the deviation $\rho$ in (7) is tiny compared with 1, but not compared with the small quantity $1-P_1$. The same caution applies to reading the plateau error directly from (13).

### The slope of the plateau

In an experiment the mean current, proportional to $\langle n\rangle=P_1+2P_2$, is recorded as a function of $V$. With (14), putting both terms over the denominator $1-\rho$,

$$\langle n\rangle=\frac{e^{-\rho x}-e^{-x}+2(1-\rho)e^{-x}}{1-\rho}=\frac{e^{-\rho x}+(1-2\rho)e^{-x}}{1-\rho}. \tag{21}$$

Differentiation with respect to $x$, multiplied by $dx/dV=-ax$, gives a positive slope:

$$\frac{d\langle n\rangle}{dV}=a\,\frac{\rho x\,e^{-\rho x}+(1-2\rho)\,x\,e^{-x}}{1-\rho}\approx a\left(\rho x+xe^{-x}\right). \tag{22}$$

The last form neglects relative corrections of order $X_1=\rho x$ and $\rho$. The first term is the tail of the lower step, the second the foot of the upper one. The slope is stationary where

$$\rho+(1-x)e^{-x}=0\quad\Longrightarrow\quad e^{-x}=\frac{\rho}{x-1}\quad\Longrightarrow\quad x-\ln(x-1)=\delta. \tag{23}$$

The function $(x-1)e^{-x}$ rises from zero at $x=1$ to its largest value at $x=2$ and then falls, so for large $\delta$ there are two roots. The one near $x=1$ is the steepest point of the upper step. The larger root is the flattest point of the plateau, because the derivative of the left-hand side of (23), $(x-2)e^{-x}$, is positive there. Inserting $e^{-x}=\rho/(x-1)$ into (22),

$$\left.\frac{d\langle n\rangle}{dV}\right|_{\min}=a\rho x\left(1+\frac1{x-1}\right)=a\,e^{-\delta}\,\frac{x^2}{x-1}. \tag{24}$$

For the pump the root is $x=12.95$, as $12.95-\ln11.95=10.47$ confirms, and

$$0.2094\times2.83\times10^{-5}\times\frac{12.95^2}{11.95}=8.3\times10^{-5}\ \text{mV}^{-1}.$$

For comparison, a single step $e^{-X}$ has the slope $aXe^{-X}$, which is largest at $X=1$ with the value $a/e=0.0770$ mV$^{-1}$. The plateau is thus about 900 times flatter than the steps that bound it.

Since $x\approx\delta+\ln\delta$ to leading logarithmic order, the least slope in units of $a$ and the least error (18) are both of order $\delta e^{-\delta}$. The numerical minima for several values of $\delta$ show this:

| $\delta$ | least $1-P_1$ | least slope$/a$ |
|---:|---:|---:|
| 5 | $3.33\times10^{-2}$ | $5.16\times10^{-2}$ |
| 10 | $4.54\times10^{-4}$ | $6.14\times10^{-4}$ |
| 15 | $4.59\times10^{-6}$ | $5.78\times10^{-6}$ |
| 20 | $4.12\times10^{-8}$ | $4.98\times10^{-8}$ |

Formula (24) agrees with the last column to the digits shown for $\delta=10$, 15 and 20. At $\delta=5$ it gives $5.34\times10^{-2}$, 3.5 % too much. This is the size to be expected from the neglected terms, for $X_1=\rho x$ is then a few per cent.

### The usable width

Flatness may also be expressed as the voltage range over which the error stays below a tolerance $\eta$, chosen small but well above $\delta e^{-\delta}$. By (19) the error reaches $\eta$ on the low-voltage side at $\rho x\approx\eta$, and on the high-voltage side at $e^{-x}\approx\eta$. With $L=\ln(1/\eta)$ these points are $\ln x=\delta-L$ and $\ln x=\ln L$. A change of $V$ shifts $\ln x$ by $-a$ per unit voltage, hence

$$W(\eta)\approx\frac{\delta-L-\ln L}{a}. \tag{25}$$

For $\eta=1$ %, $L=4.605$ and $\ln L=1.527$, so $W\approx(10.47-6.13)/0.2094=21$ mV. Of the 50 mV between the steps, less than half is good to one per cent. Measured against the step spacing $\delta/a$, the usable fraction is $1-(L+\ln L)/\delta$, and it grows with $\delta$ alone.

### Three voltages that do not coincide

One could place the working point where capture is best, where the plateau is flattest, or where the mean is one. The last condition can be written $P_1+2P_2=P_0+P_1+P_2$, which means $P_2=P_0$. With (19) this is $e^{-x}=\rho(x-1)$. Taking logarithms, and recalling (17) and (23), we have at large $\delta$

$$\begin{aligned}
\text{flattest:}&\quad x-\ln(x-1)=\delta,\\
\text{best capture:}&\quad x=\delta,\\
\langle n\rangle=1:&\quad x+\ln(x-1)=\delta .
\end{aligned} \tag{26}$$

The three values are $x=12.95$, 10.47 and 8.46, at 41.60, 42.61 and 43.63 mV. The flattest point lies on the low-voltage side of the best one and the point of unit mean on the high-voltage side, each about 1 mV away.

At $\langle n\rangle=1$ the pump is not free of errors. There $P_0=P_2=2.11\times10^{-4}$: empty cycles and double captures are equally frequent and cancel in the mean current. The probability of a wrong count is their sum, $4.23\times10^{-4}$, which is 1.43 times the least value. A mean current equal to one electron per cycle is thus no proof of faultless capture; a measurement that counts the electrons in each cycle would reveal the difference.

### The ramp rate and the limits of the exponential rate

The fact stated at the outset can now be explained. Halving $R$ doubles $\tau$, and by (12) both $d_1$ and $d_2$ rise by $\ln2$. Their difference and $a$ are unchanged, so the whole staircase is displaced by

$$\frac{\ln2}a=\frac{\Delta\ln2}\kappa=\frac{0.4775\times0.693}{0.1}=3.31\ \text{mV}. \tag{27}$$

This is the observed move from 42.60 to 45.91 mV. Each electron has more time to escape, but a slightly higher barrier compensates for this in the same way for both. This compensation needs an exponent linear in $B$ down to the first level, about 7 meV below the top. A barrier of finite height is parabolic only near its top: for the shape $U_0/\cosh^2(x/w)$ with the same curvature the exponent is $(B/\Delta)(1+B/4U_0+\dots)$, so $\delta$ exceeds $E_c/\Delta$ and grows as the working point moves to higher barriers. For $U_0=20$ meV at the onset and a fixed width, the least error is $7.4\times10^{-5}$, and halving $R$ lowers it by 11 %.

The two error values quoted there, $2.976\times10^{-4}$ and $2.971\times10^{-4}$, come from the full transmission (9) and lie a little above the value $2.965\times10^{-4}$ from (18). The first excess is 0.36 %, and it can be traced. At the optimum the second electron starts with the transmission $x/\nu\tau=10.47/1194=0.0088$. Integrating (9) instead of its exponential form lowers $X_2$ by half this relative amount, that is, by $10.47\times0.0044=0.046$. This raises $P_2\approx\rho$ by $0.046\rho$. On the other hand, $\Gamma_2$ is reduced by nearly 0.9 % while the second electron waits, and the first is protected a little longer; this lowers $P_0$ by about $0.008\rho$. The net change, relative to the total error $\delta\rho$, is $(0.046-0.008)/10.47=0.36$ %. At half the ramp rate $\nu\tau$ is doubled, the transmission at the optimum is halved, and the excess drops to 0.18 %.

This also shows when (18) ceases to apply. The second electron must escape with an integrated rate of about $\delta$ while its transmission is still small, which requires $\nu\tau\gg\delta$. If the barrier closes so fast that $\nu\tau$ is comparable with $\delta$, the second electron meets the limit $\Gamma_2\le\nu$ and may be trapped although its level lies near or above the barrier top. Fast ramps can also excite the dot, and an excited electron sees a lower barrier than (10) assumes. That process lies outside the model.

### More electrons at the start

If three electrons are present at $t_0$ and the third is separated from the second by the same $\delta$, its rate exceeds $\Gamma_2$ by the factor $e^\delta$ in the exponential form (11). On the clock of the second electron it is then gone after a mean time of order $\rho$, and the least error computed with these exponential rates is again $2.965\times10^{-4}$. In the model pump the third level would lie above the barrier top at the optimum, since $-7+0.1\times42.6=-2.7$ meV, so by (9) its rate is limited to about $\nu$, and the delay on that clock is about $x/\nu\tau=0.0088$ instead of $\rho$. This is still harmless: a delay $s$ multiplies $X_1$ and $X_2$ by the same factor $e^{-s/\tau}$, as a small shift of $V$ would, and at the optimum such a shift does not change the error to first order. The initial number does not matter as long as the higher charge states are well separated, and (18) then applies to the plateau at $n$ electrons with $\delta=d_{n+1}-d_n$.

### Reading $\delta$ from a staircase, and what it costs

The parameter difference can be found from the steps, where the signal is large, without resolving the plateau. By (16) the spacing is $\delta/a$, and the steepest slope of a step is $a/e$. Their product is free of $a$:

$$\delta=e\,(V_2-V_1)\left.\frac{d\langle n\rangle}{dV}\right|_{\max}. \tag{28}$$

With the values above, $2.718\times50.0\times0.0770=10.5$. Equation (18) then turns $\delta$ into an error far below what the steps themselves resolve. This is an extrapolation, and it magnifies any inaccuracy of the reading: in the example, a change of 5 % in $\delta$ changes the inferred error by a factor of 1.6. It also rests on the assumptions of the model: no return of electrons from the lead, ground-state escape, a common onset and a barrier exponent linear in $V$. A small constant loss of captured electrons, for instance, would add directly to the error while hardly changing the $\delta$ read from the steps.

Solving (18) for a required error shows the price of accuracy. An error of $10^{-6}$ needs $\delta=16.6$, and $10^{-8}$ needs $\delta=21.5$. At the barrier scale of the example, $E_c=\delta\Delta$ must then be 7.9 meV and 10.3 meV instead of 5 meV. Because the error is nearly exponential in $\delta$, two further decades of accuracy cost an increase of about 5 in $\delta$: less than a third more addition energy from $10^{-6}$ to $10^{-8}$, but about half as much again starting from the $3\times10^{-4}$ of the example. By (15) the same can be achieved at fixed $E_c$ with a smaller $\hbar\omega$, that is, with a wider barrier whose transmission depends more sharply on energy. The step spacing in volts then stays as it was, and the plateau between the steps becomes flatter. This holds only while the thermal energy of the electrons stays well below $\Delta$, which in the example corresponds to a temperature of 5.5 K. In a warmer dot electrons escape mainly by thermal activation over the barrier top, and a smaller $\hbar\omega$ no longer helps. The remaining values are listed in the numerical output.

## Computed values

```
addition energy E_c = 5.0 meV, hbar*omega = 3.0 meV
lever arm kappa = 0.10 meV/mV, attempt rate nu = 500 /ns
ramp R = 0.20 meV/ns, B_1 = 3.0 meV, B_2 = -2.0 meV
Delta = 0.4775 meV, tau = 2.3873 ns, nu*tau = 1193.7
a = 0.20944 /mV, d_1 = 0.8016, d_2 = 11.2736
delta = 10.4720, rho = exp(-delta) = 2.8319e-05
V (mV), X_1, X_2, <n> full barrier, sum of double exponentials
    0  2.2291e+00  7.8714e+04   0.10805   0.10763
    5  7.8223e-01  2.7622e+04   0.45781   0.45738
   10  2.7450e-01  9.6932e+03   0.76017   0.75995
   20  3.3803e-02  1.1937e+03   0.96682   0.96676
   40  5.1262e-04  1.8101e+01   0.99952   0.99949
   50  6.3126e-05  2.2291e+00   1.10781   1.10756
   55  2.2152e-05  7.8223e-01   1.45749   1.45736
   60  7.7736e-06  2.7450e-01   1.75997   1.75994
   70  9.5728e-07  3.3803e-02   1.96676   1.96676
largest difference of the two means = 4.30e-04
steps, full barrier: 5.572 and 55.576 mV
steps, formula: 5.577 and 55.577 mV
step spacing, full barrier = 50.004 mV
E_c/kappa = 50.000 mV
least 1-P_1, closed formula = 2.9652e-04
least 1-P_1, generator = 2.9652e-04
least 1-P_1, full barrier = 2.9760e-04 at V = 42.60 mV
least 1-P_1, half ramp rate = 2.9706e-04 at V = 45.91 mV
predicted shift for half ramp rate = 3.31 mV
least 1-P_1, three electrons at start = 2.9652e-04
least 1-P_1, product form = 3.2482e-04
ratio product form / exact = 1.0954
best capture: X_2 = 10.472, V = 42.61 mV
flattest point: X_2 = 12.954, V = 41.60 mV
least slope d<n>/dV = 8.3227e-05 /mV
steepest slope of one step, a/e = 7.7048e-02 /mV
<n>=1: X_2 = 8.462, V = 43.63 mV
at <n>=1: P_0 = 2.1131e-04, P_2 = 2.1131e-04
at <n>=1: 1-P_1 = 4.2261e-04
four-electron test: largest deviation/bound = 0.928
delta, least 1-P_1, delta*exp(-delta), least slope/a, its formula
   5 3.3349e-02 3.3690e-02 5.1580e-02 5.3385e-02
  10 4.5392e-04 4.5400e-04 6.1371e-04 6.1400e-04
  15 4.5885e-06 4.5885e-06 5.7761e-06 5.7761e-06
  20 4.1223e-08 4.1223e-08 4.9758e-08 4.9758e-08
error 1e-06: delta = 16.627, E_c = 7.939 meV
error 1e-08: delta = 21.488, E_c = 10.260 meV
```
